# How many Krylov steps does a resolvent inside a band need?: verification in Python

```python
"""
Krylov iteration count for (E + i*eta - H) x = b with H Hermitian.
Result under test: for a dense band of half-width h centred at zero,
the relative error of x falls as exp(-gamma*n), gamma = Re arccosh(z/h),
z = E + i*eta. Inside the band gamma is close to eta/sqrt(h^2-E^2), so
n is close to sqrt(h^2-E^2)/eta * ln(1/eps) for relative error eps.
Model: semi-infinite chain, hopping -t, h = 2t, b on the end site.
Energies are in eV. One iteration enlarges the Krylov space by one.
"""
import numpy as np
from scipy.linalg import solve_banded, lstsq

rng = np.random.default_rng(7)
SITES = 8000


def decay_rate(z, half):
    return np.arccosh(complex(z) / half).real


def chain_solution(z, t):
    bands = np.full((3, SITES), t, dtype=complex)
    bands[1] = z
    source = np.zeros(SITES, dtype=complex)
    source[0] = 1.0
    return solve_banded((1, 1), bands, source), source


def chain_best_errors(z, t):
    """Best relative error when only the first n sites are available."""
    x, _ = chain_solution(z, t)
    tail = np.sqrt(np.cumsum(np.abs(x[::-1])**2)[::-1])
    return tail / tail[0]


def first_below(values, eps):
    hits = np.flatnonzero(np.asarray(values) <= eps)
    assert hits.size > 0
    return int(hits[0])


def chebyshev_errors(apply_h, b, x_exact, z, half, steps):
    """Running Chebyshev solver; returns the relative error per step."""
    zeta = z / half
    ratio = 1 / zeta
    x_old, x = np.zeros_like(b), b / z
    size = np.linalg.norm(x_exact)
    errors = [1.0, np.linalg.norm(x - x_exact) / size]
    for _ in range(1, steps):
        new_ratio = 1 / (2 * zeta - ratio)
        residual = b - z * x + apply_h(x)
        x_new = (2 * zeta * new_ratio * x - ratio * new_ratio * x_old
                 + 2 * new_ratio / half * residual)
        x_old, x, ratio = x, x_new, new_ratio
        errors.append(np.linalg.norm(x - x_exact) / size)
    return np.array(errors)


def krylov_best_errors(levels, b, z, steps):
    """Distance of x from the Krylov space, orthonormal basis built stepwise."""
    x = b / (z - levels)
    size = np.linalg.norm(x)
    rest = x.copy()
    basis = np.zeros((len(b), steps), dtype=complex)
    vector = b / np.linalg.norm(b)
    errors = [1.0]
    for k in range(steps):
        basis[:, k] = vector
        rest = rest - vector * np.vdot(vector, rest)
        errors.append(np.linalg.norm(rest) / size)
        if k + 1 < steps:
            vector = levels * vector
            used = basis[:, :k + 1]
            for _ in range(2):
                vector = vector - used @ (used.conj().T @ vector)
            vector = vector / np.linalg.norm(vector)
    return np.array(errors)


def irregular_angles(number):
    """Jittered angles filling [0, pi], and their covering radius."""
    jitter = rng.uniform(-0.3, 0.3, number)
    angles = (np.arange(number) + 0.5 + jitter) * np.pi / number
    radius = max(angles[0], np.pi - angles[-1], np.diff(angles).max() / 2)
    return angles, radius


# ---- main example: chain, energy inside the band ----
t, E, eta, eps = 1.0, 1.2, 0.02, 1e-6
half = 2 * t
z = E + 1j * eta
gamma = decay_rate(z, half)
gamma_small = eta / np.sqrt(half**2 - E**2)
assert abs(gamma / gamma_small - 1) < 1e-3
x_chain, b_chain = chain_solution(z, t)
u = -np.exp(-np.arccosh(z / half))
j = np.arange(1, 2001)
assert np.allclose(x_chain[:2000], -u**j / t, rtol=1e-8, atol=1e-13)
best = chain_best_errors(z, t)
assert np.allclose(best[:2000], np.exp(-gamma * np.arange(2000)), rtol=1e-8)
n_needed = first_below(best, eps)
n_estimate = np.log(1 / eps) / gamma_small
n_guaranteed = int(np.ceil(np.arcsinh(1 / eps) / gamma))
assert abs(n_needed - n_estimate) < 0.002 * n_estimate + 1


def apply_chain(v):
    out = np.zeros_like(v)
    out[1:] -= t * v[:-1]
    out[:-1] -= t * v[1:]
    return out


cheb = chebyshev_errors(apply_chain, b_chain, x_chain, z, half, n_guaranteed)
steps = np.arange(1, len(cheb))
assert np.all(cheb[1:] <= (1 + 1e-7) / np.sinh(gamma * steps) + 1e-11)
n_cheb = first_below(cheb, eps)
assert n_needed <= n_cheb <= n_guaranteed

print(f"hopping t = {t:.1f} eV, bandwidth B = {2*half:.1f} eV")
print(f"E = {E:.1f} eV, eta = {eta:.2f} eV, eps = {eps:.0e}")
print(f"gamma exact = {gamma:.7f}, small-eta form = {gamma_small:.7f}")
print(f"estimate sqrt(h^2-E^2)/eta*ln(1/eps) = {n_estimate:.1f} steps")
print(f"needed by any Krylov method = {n_needed} steps")
print(f"running Chebyshev solver = {n_cheb} steps")
print(f"guaranteed by Chebyshev bound = {n_guaranteed} steps")

# ---- group velocity from a diagonalized ring ----
ring_size = 600
ring = -t * (np.eye(ring_size, k=1) + np.eye(ring_size, k=-1))
ring[0, -1] = ring[-1, 0] = -t
ring_levels = np.linalg.eigvalsh(ring)[1::2]
wave = 2 * np.pi * np.arange(1, len(ring_levels) + 1) / ring_size
velocity = np.interp(E, ring_levels, np.gradient(ring_levels, wave))
assert abs(velocity - np.sqrt(half**2 - E**2)) < 1e-3
print(f"hbar*v/a from ring levels = {velocity:.4f} eV")

# ---- scaling with eta, tolerance and bandwidth ----
counts = []
for width in (0.04, 0.02, 0.01):
    counts.append(first_below(chain_best_errors(E + 1j * width, t), eps))
    print(f"eta = {width:.2f} eV: needed = {counts[-1]} steps")
assert abs(counts[1] / counts[0] - 2) < 0.01
assert abs(counts[2] / counts[1] - 2) < 0.01
tol_counts = []
for tol in (1e-3, 1e-6, 1e-9):
    tol_counts.append(first_below(best, tol))
    print(f"eps = {tol:.0e}: needed = {tol_counts[-1]} steps")
assert abs(tol_counts[1] - 2 * tol_counts[0]) <= 2
assert abs(tol_counts[2] - 3 * tol_counts[0]) <= 3
for hop in (1.0, 2.0):
    centre_count = first_below(chain_best_errors(1j * eta, hop), eps)
    centre_law = 4 * hop / (2 * eta) * np.log(1 / eps)
    assert abs(centre_count - centre_law) < 2
    print(f"E = 0, B = {4*hop:.0f} eV: needed = {centre_count}, "
          f"B/(2 eta)*ln(1/eps) = {centre_law:.1f} steps")

# ---- edge of the band and outside it ----
edge = [first_below(chain_best_errors(half + 1j * w, t), eps)
        for w in (0.02, 0.005)]
outside = [first_below(chain_best_errors(2.5 + 1j * w, t), eps)
           for w in (0.02, 0.005)]
assert abs(edge[1] / edge[0] - 2) < 0.03
assert abs(edge[0] * np.sqrt(0.02 / half) / np.log(1 / eps) - 1) < 0.03
assert abs(outside[1] - outside[0]) <= 1
print(f"edge E = 2.0 eV, eta = 0.02, 0.005 eV: {edge[0]}, {edge[1]} steps")
print(f"outside E = 2.5 eV, same eta: {outside[0]}, {outside[1]} steps")

# ---- Riesz formula for the derivative of a trigonometric polynomial ----
degree = 7
orders = np.arange(-degree, degree + 1)
coef = rng.normal(size=orders.size) + 1j * rng.normal(size=orders.size)
r = np.arange(1, 2 * degree + 1)
nodes = (2 * r - 1) * np.pi / (2 * degree)
riesz = (-1.0)**(r + 1) / (4 * degree * np.sin(nodes / 2)**2)
point = 0.83
shifted = np.exp(1j * np.outer(point + nodes, orders)) @ coef
slope = np.sum(1j * orders * coef * np.exp(1j * orders * point))
assert abs(riesz @ shifted - slope) < 1e-10
assert abs(np.sum(np.abs(riesz)) - degree) < 1e-10

# ---- irregular dense levels with a random right-hand side ----
z_gen = -0.6 + 0.1j
gamma_gen = decay_rate(z_gen, half)
number, last = 2000, 240
angles, radius = irregular_angles(number)
levels = half * np.cos(angles)
b_gen = (rng.uniform(0.5, 1.5, number)
         * np.exp(2j * np.pi * rng.uniform(size=number)))
x_gen = b_gen / (z_gen - levels)
v_min = np.min(np.abs(x_gen)**2) / np.linalg.norm(x_gen)**2
general = krylov_best_errors(levels, b_gen, z_gen, last)
n = np.arange(1, last + 1)
lower = np.sqrt(v_min) * (1 - n * radius) * np.exp(-gamma_gen * n)
upper = 1 / np.sinh(gamma_gen * n)
assert last * radius < 1
assert np.all(general[1:] >= lower) and np.all(general[1:] <= upper)
measured = np.log(general[60] / general[last]) / (last - 60)
assert abs(measured / gamma_gen - 1) < 0.10
cheb_gen = chebyshev_errors(lambda v: levels * v, b_gen, x_gen, z_gen,
                            half, last)
assert np.all(cheb_gen[1:] <= upper[:len(cheb_gen) - 1] * (1 + 1e-7))
print(f"irregular band: {number} levels, E = {z_gen.real:.1f} eV, "
      f"eta = {z_gen.imag:.1f} eV")
print(f"covering radius d = {radius:.6f} rad, n*d at n={last}: "
      f"{last*radius:.3f}")
print(f"smallest spectral weight of x = {v_min:.2e}")
print(f"measured decay rate = {measured:.5f}, gamma = {gamma_gen:.5f}")
print(f"best error at n={last}: {general[last]:.2e}; bounds "
      f"{lower[-1]:.2e} and {upper[-1]:.2e}")

# ---- few levels: the process stops at the number of levels ----
few = 40
few_angles, _ = irregular_angles(few)
few_errors = krylov_best_errors(half * np.cos(few_angles),
                                np.ones(few, dtype=complex), z_gen, few)
assert few_errors[few] < 1e-9 < np.exp(-gamma_gen * few)
print(f"{few} levels: error after {few} steps below 1e-9: "
      f"{bool(few_errors[few] < 1e-9)}; exp(-gamma n) = "
      f"{np.exp(-gamma_gen*few):.3f}")

# ---- search for a demanding right-hand side by reweighting levels ----
deg = 30
hard_angles, hard_radius = irregular_angles(400)
table = np.cos(np.outer(hard_angles, np.arange(deg + 1)))
at_z = np.cosh(np.arange(deg + 1) * np.arccosh(z_gen / half))
weights = np.full(400, 1 / 400)
for _ in range(200):
    gram = table.T @ (weights[:, None] * table)
    trial = np.linalg.solve(gram, at_z.conj())
    values = np.abs(table @ (trial / (at_z @ trial)))
    hard_error = np.sqrt(np.sum(weights * values**2))
    weights = weights * values
    weights = weights / weights.sum()
floor = (1 - deg * hard_radius) * np.exp(-gamma_gen * deg)
assert values.max() >= floor
assert floor <= hard_error <= 1 / np.sinh(gamma_gen * deg)
print(f"demanding b, n={deg}: best error = {hard_error:.4f}, "
      f"exp(-gamma n) = {np.exp(-gamma_gen*deg):.4f}")

# ---- residual tolerance versus error tolerance ----


def chain_residuals(z_value, count):
    zeta = z_value / half
    u_values = [1.0 + 0j, 2 * zeta]
    while len(u_values) <= count:
        u_values.append(2 * zeta * u_values[-1] - u_values[-2])
    return 1 / np.sqrt(np.cumsum(np.abs(np.array(u_values))**2))


def minimal_residual(z_value, size):
    matrix = np.zeros((size + 1, size), dtype=complex)
    index = np.arange(size)
    matrix[index, index] = z_value
    matrix[index + 1, index] = t
    matrix[index[:-1], index[1:]] = t
    rhs = np.zeros(size + 1, dtype=complex)
    rhs[0] = 1.0
    solution = lstsq(matrix, rhs)[0]
    return solution, np.linalg.norm(rhs - matrix @ solution)


assert abs(minimal_residual(z, 300)[1] / chain_residuals(z, 300)[300]
           - 1) < 1e-7
delta = 0.05
residual_counts = []
for tiny in (1e-4, 1e-5):
    residual_counts.append(
        first_below(chain_residuals(E + 1j * tiny, 2000), delta))
assert abs(residual_counts[1] / residual_counts[0] - 1) < 0.05
z_tiny = E + 1e-5j
n_res = residual_counts[1]
iterate, res_norm = minimal_residual(z_tiny, n_res)
assert abs(res_norm / chain_residuals(z_tiny, n_res)[n_res] - 1) < 1e-7
gamma_tiny = decay_rate(z_tiny, half)
u_tiny = -np.exp(-np.arccosh(z_tiny / half))
exact_part = -u_tiny**np.arange(1, n_res + 1) / t
norm2 = np.exp(-2 * gamma_tiny) / (-np.expm1(-2 * gamma_tiny)) / t**2
tail2 = norm2 * np.exp(-2 * gamma_tiny * n_res)
true_error = np.sqrt((np.linalg.norm(iterate - exact_part)**2 + tail2)
                     / norm2)
best_tiny = np.exp(-gamma_tiny * n_res)
assert true_error >= best_tiny * (1 - 1e-10) and best_tiny > 0.9
n_error = np.log(1 / delta) / gamma_tiny
print(f"residual {delta:.2f} at eta = 1e-4, 1e-5 eV: "
      f"{residual_counts[0]}, {residual_counts[1]} steps")
print(f"eta = 1e-5 eV, n={n_res}: residual = {res_norm:.5f}, "
      f"relative error of x = {true_error:.4f}")
print(f"best possible relative error there = {best_tiny:.4f}")
print(f"steps for relative error {delta:.2f} at eta = 1e-5 eV = "
      f"{n_error:.3e}")

print("all assertions hold")
```

Running it gives:

```
hopping t = 1.0 eV, bandwidth B = 4.0 eV
E = 1.2 eV, eta = 0.02 eV, eps = 1e-06
gamma exact = 0.0124991, small-eta form = 0.0125000
estimate sqrt(h^2-E^2)/eta*ln(1/eps) = 1105.2 steps
needed by any Krylov method = 1106 steps
running Chebyshev solver = 1134 steps
guaranteed by Chebyshev bound = 1161 steps
hbar*v/a from ring levels = 1.5999 eV
eta = 0.04 eV: needed = 553 steps
eta = 0.02 eV: needed = 1106 steps
eta = 0.01 eV: needed = 2211 steps
eps = 1e-03: needed = 553 steps
eps = 1e-06: needed = 1106 steps
eps = 1e-09: needed = 1658 steps
E = 0, B = 4 eV: needed = 1382, B/(2 eta)*ln(1/eps) = 1381.6 steps
E = 0, B = 8 eV: needed = 2764, B/(2 eta)*ln(1/eps) = 2763.1 steps
edge E = 2.0 eV, eta = 0.02, 0.005 eV: 139, 277 steps
outside E = 2.5 eV, same eta: 20, 20 steps
irregular band: 2000 levels, E = -0.6 eV, eta = 0.1 eV
covering radius d = 0.001240 rad, n*d at n=240: 0.298
smallest spectral weight of x = 3.23e-06
measured decay rate = 0.05248, gamma = 0.05238
best error at n=240: 3.48e-06; bounds 4.38e-09 and 6.94e-06
40 levels: error after 40 steps below 1e-9: True; exp(-gamma n) = 0.123
demanding b, n=30: best error = 0.2188, exp(-gamma n) = 0.2077
residual 0.05 at eta = 1e-4, 1e-5 eV: 511, 512 steps
eta = 1e-5 eV, n=512: residual = 0.04991, relative error of x = 0.9989
best possible relative error there = 0.9968
steps for relative error 0.05 at eta = 1e-5 eV = 4.793e+05
all assertions hold
```
